# Attachment asymmetry and the damping or pairing of growing atomic steps: test program

```python
"""Spacing stability of a train of straight atomic steps during growth.

Result under test: with attachment lengths d_low = D/k_low (from the lower
terrace) and d_up = D/k_up (from the upper terrace), a spacing mode of phase q
has the complex rate
  sigma = -R (d_up^2-d_low^2)(1-cos q)/(L+d_low+d_up)^2 + i R sin q.
Thus easy attachment from below damps all spacing modes, while easy attachment
from above amplifies them, fastest for alternating terraces (step pairing).
R: deposition rate in monolayers/s, L: mean terrace width in nm,
D: diffusion constant in nm^2/s, theta: adatom coverage.
The surface descends to the right; terrace n lies to the right of step n.
"""
import numpy as np
from scipy.integrate import solve_ivp

R, L, D, THETA_EQ = 0.1, 50.0, 1.0e5, 1.0e-3
EASY, HARD = 5.0, 50.0
CASES = {"below": (EASY, HARD), "above": (HARD, EASY), "equal": (20.0, 20.0)}


def speed_parts(width, d_low, d_up):
    """Derived speed given to the left step and to the right step."""
    total = width + d_low + d_up
    return (R * width * (width / 2 + d_up) / total,
            R * width * (width / 2 + d_low) / total)


def diffusion_parts(width, d_low, d_up, cells=30):
    """The same two speeds from a finite-volume diffusion solution."""
    h = width / cells
    matrix = np.zeros((cells, cells))
    source = np.full(cells, R * h)
    for i in range(cells - 1):
        matrix[i, i] += D / h
        matrix[i + 1, i + 1] += D / h
        matrix[i, i + 1] -= D / h
        matrix[i + 1, i] -= D / h
    left = D / (d_low + h / 2)
    right = D / (d_up + h / 2)
    matrix[0, 0] += left
    matrix[-1, -1] += right
    source[0] += left * THETA_EQ
    source[-1] += right * THETA_EQ
    theta = np.linalg.solve(matrix, source)
    return left * (theta[0] - THETA_EQ), right * (theta[-1] - THETA_EQ)


def step_speeds(widths, lengths):
    to_left, to_right = speed_parts(widths, *lengths)
    return to_left + np.roll(to_right, 1)


def width_rates(widths, lengths):
    speeds = step_speeds(widths, lengths)
    return np.roll(speeds, -1) - speeds


def width_rates_from_diffusion(widths, lengths):
    parts = np.array([diffusion_parts(w, *lengths) for w in widths])
    speeds = parts[:, 0] + np.roll(parts[:, 1], 1)
    return np.roll(speeds, -1) - speeds


def mode_rate(q, lengths):
    d_low, d_up = lengths
    asymmetry = (d_up**2 - d_low**2) / (L + d_low + d_up)**2
    return -R * asymmetry * (1 - np.cos(q)) + 1j * R * np.sin(q)


def moving_boundary_rate(lengths, diffusion, theta_eq, cells=20):
    """Slow eigenvalue of alternating terraces with full adatom dynamics.

    Keeps the time derivative of theta and adatoms swept up by moving steps.
    """
    k_low, k_up = diffusion / lengths[0], diffusion / lengths[1]
    h = 1.0 / cells
    inner = np.arange(1, cells) * h

    def rates(state):
        theta = [state[:cells], state[cells:2 * cells]]
        widths = [state[-1], 2 * L - state[-1]]
        speed = [R * L + 0 * state[0], R * L + 0 * state[0]]
        for _ in range(15):
            into_left, into_right = [], []
            for n in range(2):
                g = 2 * diffusion / (h * widths[n])
                edge_l = ((g * theta[n][0] + k_low * theta_eq)
                          / (k_low + g - speed[n]))
                edge_r = ((g * theta[n][-1] + k_up * theta_eq)
                          / (k_up + g + speed[1 - n]))
                into_left.append(k_low * (edge_l - theta_eq))
                into_right.append(k_up * (edge_r - theta_eq))
            speed = [into_left[0] + into_right[1],
                     into_left[1] + into_right[0]]
        result = np.zeros_like(state)
        for n in range(2):
            stretch = speed[1 - n] - speed[n]
            grid_speed = speed[n] + inner * stretch
            flux = (-diffusion * np.diff(theta[n]) / (h * widths[n])
                    - grid_speed * (theta[n][1:] + theta[n][:-1]) / 2)
            flux = np.concatenate(([-into_left[n]], flux, [into_right[n]]))
            result[n * cells:(n + 1) * cells] = (
                R - np.diff(flux) / (h * widths[n])
                - theta[n] * stretch / widths[n])
        result[-1] = speed[1] - speed[0]
        return result

    def jacobian(state):
        columns = []
        for j in range(len(state)):
            shifted = state.astype(complex)
            shifted[j] += 1e-30j
            columns.append(rates(shifted).imag / 1e-30)
        return np.array(columns).T

    # First guess: parabolic coverage of a growing terrace. Uniform equilibrium
    # coverage would not do, since nothing there depends on the widths.
    x = L * (np.arange(cells) + 0.5) * h
    to_left = speed_parts(L, *lengths)[0]
    profile = theta_eq + (to_left * (lengths[0] + x) - R * x**2 / 2) / diffusion
    state = np.concatenate((profile, profile, [L]))
    for _ in range(8):
        state = state - np.linalg.solve(jacobian(state), rates(state))
    assert np.max(np.abs(rates(state))) < 1e-8
    assert abs(state[-1] - L) < 1e-6
    return np.max(np.linalg.eigvals(jacobian(state)).real)


rng = np.random.default_rng(7)

# Terrace fluxes, linear modes and the variance law against diffusion solutions
for lengths in CASES.values():
    for width in (3.0, 45.0, 120.0):
        assert np.allclose(diffusion_parts(width, *lengths),
                           speed_parts(width, *lengths), rtol=1e-7)
    count, shift = 12, 0.01
    jac = np.zeros((count, count))
    for j in range(count):
        plus, minus = np.full(count, L), np.full(count, L)
        plus[j] += shift
        minus[j] -= shift
        jac[:, j] = (width_rates_from_diffusion(plus, lengths)
                     - width_rates_from_diffusion(minus, lengths)) / (2 * shift)
    found = np.linalg.eigvals(jac)
    expected = mode_rate(2 * np.pi * np.arange(count) / count, lengths)
    distance = np.abs(found[:, None] - expected[None, :])
    assert distance.min(axis=0).max() < 1e-6
    assert distance.min(axis=1).max() < 1e-6
    sample = rng.uniform(10, 90, count)
    direct = np.sum(sample * width_rates_from_diffusion(sample, lengths))
    d_low, d_up = lengths
    bias = R * sample * (d_up - d_low) / (sample + d_low + d_up)
    derived = -0.5 * np.sum((np.roll(sample, -1) - sample)
                            * (np.roll(bias, -1) - bias))
    assert abs(direct - derived) < 1e-5

# Alternating terraces: finite meeting time and nonlinear decay
Y0 = 5.0
span = L + EASY + HARD
contrast = HARD**2 - EASY**2
meeting_time = ((span**2 * np.log(L / Y0) - (L**2 - Y0**2) / 2)
                / (2 * R * contrast))


def contact(t, widths, lengths):
    return np.min(widths)


contact.terminal = True
contact.direction = -1


def evolve(widths, lengths, end, times=None):
    return solve_ivp(lambda t, w, p: width_rates(w, p), (0, end), widths,
                     args=(lengths,), events=contact, t_eval=times,
                     rtol=1e-9, atol=1e-10)


start_pair = np.array([L + Y0, L - Y0])
pairing = evolve(start_pair, CASES["above"], 3 * meeting_time)
assert len(pairing.t_events[0]) == 1
simulated_meeting = pairing.t_events[0][0]
assert abs(simulated_meeting / meeting_time - 1) < 1e-5
damping = evolve(start_pair, CASES["below"], meeting_time)
y_end = (damping.y[0, -1] - damping.y[1, -1]) / 2
law = span**2 * np.log(y_end / Y0) - (y_end**2 - Y0**2) / 2
assert abs(law / (-2 * R * contrast * meeting_time) - 1) < 1e-5

# Random trains of large amplitude: variance must be monotonic
TRAIN = 40
rough = rng.uniform(-30, 30, TRAIN)
rough += L - rough.mean()
DAMP_TIME = 200.0
calm = evolve(rough, CASES["below"], DAMP_TIME, np.linspace(0, DAMP_TIME, 101))
assert len(calm.t_events[0]) == 0
calm_rms = calm.y.std(axis=0)
assert np.all(np.diff(calm_rms) < 0)
wild = evolve(rough, CASES["above"], 1000.0)
assert len(wild.t_events[0]) == 1
wild_rms = wild.y.std(axis=0)
assert np.all(np.diff(wild_rms) > 0)

# Small random noise: wide and narrow terraces must come to alternate
noise = rng.normal(0, 0.05, TRAIN)
noise -= noise.mean()
selected = evolve(L + noise, CASES["above"], 2000.0)
assert len(selected.t_events[0]) == 1
final = selected.y[:, -1] - L


def neighbour_correlation(deviation):
    return np.sum(deviation * np.roll(deviation, -1)) / np.sum(deviation**2)


assert neighbour_correlation(final) < -0.5

# Full adatom dynamics: quasistatic error is small and vanishes as it should
full = {name: moving_boundary_rate(p, D, THETA_EQ) for name, p in CASES.items()}
for name in ("below", "above"):
    quasi = mode_rate(np.pi, CASES[name]).real
    error = abs(full[name] - quasi)
    assert error < 0.05 * abs(quasi)
    closer = moving_boundary_rate(CASES[name], 10 * D, THETA_EQ / 10)
    assert abs(closer - quasi) < 0.15 * error
assert abs(full["equal"]) < 0.05 * abs(mode_rate(np.pi, CASES["below"]).real)

print(f"mean terrace width L: {L:.0f} nm")
print(f"deposition rate R: {R:.1f} monolayer/s")
print(f"diffusion constant D: {D:.0f} nm^2/s")
print(f"equilibrium coverage: {THETA_EQ:.4f}")
print(f"attachment length, easy side: {EASY:.0f} nm")
print(f"attachment length, hard side: {HARD:.0f} nm")
print(f"attachment coefficient, easy side: {D / EASY:.0f} nm/s")
print(f"attachment coefficient, hard side: {D / HARD:.0f} nm/s")
print(f"mean step speed R L: {R * L:.2f} nm/s")
print(f"R L^2/D: {R * L**2 / D:.5f}")
print(f"R L d_hard/D: {R * L * HARD / D:.5f}")
print(f"asymmetry |d_up^2-d_low^2|/(L+d)^2: {contrast / span**2:.4f}")
for name in ("below", "above"):
    p = CASES[name]
    parts = speed_parts(L, *p)
    print(f"-- easy attachment from {name} --")
    print(f"share of terrace L going to its left step: {parts[0] / (R * L):.4f}")
    for w in (L + Y0, L - Y0):
        a, b = speed_parts(w, *p)
        print(f"terrace {w:.0f} nm: to left {a:.4f}, to right {b:.4f} nm/s")
    v = step_speeds(start_pair, p)
    print(f"speed, step with 55 nm ahead: {v[0]:.4f} nm/s")
    print(f"speed, step with 45 nm ahead: {v[1]:.4f} nm/s")
    print(f"rate of change of 55 nm terrace: {v[1] - v[0]:.4f} nm/s")
    for label, q in (("pi/2", np.pi / 2), ("pi", np.pi)):
        print(f"Re sigma at q={label}: {mode_rate(q, p).real:.5f} 1/s")
    print(f"e-folding time at q=pi: {1 / abs(mode_rate(np.pi, p).real):.2f} s")
    print(f"full-dynamics rate at q=pi: {full[name]:.5f} 1/s")
print("-- further results --")
print(f"equal lengths of {CASES['equal'][0]:.0f} nm, full rate: {full['equal']:.3e} 1/s")
print(f"initial alternating amplitude: {Y0:.1f} nm")
print(f"meeting time, formula: {meeting_time:.3f} s")
print(f"meeting time, integration: {simulated_meeting:.3f} s")
print(f"deposited until meeting: {R * meeting_time:.3f} monolayers")
print(f"damped amplitude at that time: {y_end:.4f} nm")
print(f"steps in random train: {TRAIN}")
print(f"rough train, initial rms deviation: {calm_rms[0]:.3f} nm")
print(f"easy from below, rms after {DAMP_TIME:.0f} s: {calm_rms[-1]:.3f} nm")
print(f"easy from above, rms at first contact: {wild_rms[-1]:.3f} nm")
print(f"easy from above, first contact at: {wild.t[-1]:.2f} s")
print(f"small noise, initial rms: {noise.std():.4f} nm")
print(f"small noise, first contact at: {selected.t[-1]:.1f} s")
print(f"neighbour correlation, initial: {neighbour_correlation(noise):.3f}")
print(f"neighbour correlation, at contact: {neighbour_correlation(final):.3f}")
print("no test failed")
```

Running it gives:

```
mean terrace width L: 50 nm
deposition rate R: 0.1 monolayer/s
diffusion constant D: 100000 nm^2/s
equilibrium coverage: 0.0010
attachment length, easy side: 5 nm
attachment length, hard side: 50 nm
attachment coefficient, easy side: 20000 nm/s
attachment coefficient, hard side: 2000 nm/s
mean step speed R L: 5.00 nm/s
R L^2/D: 0.00250
R L d_hard/D: 0.00250
asymmetry |d_up^2-d_low^2|/(L+d)^2: 0.2245
-- easy attachment from below --
share of terrace L going to its left step: 0.7143
terrace 55 nm: to left 3.8750, to right 1.6250 nm/s
terrace 45 nm: to left 3.2625, to right 1.2375 nm/s
speed, step with 55 nm ahead: 5.1125 nm/s
speed, step with 45 nm ahead: 4.8875 nm/s
rate of change of 55 nm terrace: -0.2250 nm/s
Re sigma at q=pi/2: -0.02245 1/s
Re sigma at q=pi: -0.04490 1/s
e-folding time at q=pi: 22.27 s
full-dynamics rate at q=pi: -0.04534 1/s
-- easy attachment from above --
share of terrace L going to its left step: 0.2857
terrace 55 nm: to left 1.6250, to right 3.8750 nm/s
terrace 45 nm: to left 1.2375, to right 3.2625 nm/s
speed, step with 55 nm ahead: 4.8875 nm/s
speed, step with 45 nm ahead: 5.1125 nm/s
rate of change of 55 nm terrace: 0.2250 nm/s
Re sigma at q=pi/2: 0.02245 1/s
Re sigma at q=pi: 0.04490 1/s
e-folding time at q=pi: 22.27 s
full-dynamics rate at q=pi: 0.04446 1/s
-- further results --
equal lengths of 20 nm, full rate: -3.721e-04 1/s
initial alternating amplitude: 5.0 nm
meeting time, formula: 48.785 s
meeting time, integration: 48.785 s
deposited until meeting: 4.878 monolayers
damped amplitude at that time: 0.5588 nm
steps in random train: 40
rough train, initial rms deviation: 16.846 nm
easy from below, rms after 200 s: 4.469 nm
easy from above, rms at first contact: 24.748 nm
easy from above, first contact at: 11.19 s
small noise, initial rms: 0.0409 nm
small noise, first contact at: 157.1 s
neighbour correlation, initial: -0.005
neighbour correlation, at contact: -0.925
no test failed
```
